**Centered reference for current sensing of a magnetic tunnel junction**

At fixed voltage, equal current margins require the harmonic mean $2R_PR_{AP}/(R_P+R_{AP})$ of the parallel and antiparallel resistances $R_P$ and $R_{AP}$. The program finds the centered resistor by root search on a nodal circuit solver and asserts that it agrees with this formula and with its extension to a series resistance $R_s$. It also asserts the margin formulas, the resistances of two four-cell reference networks, and the best reference current for a Gaussian comparator offset. Further assertions cover the equal-error resistors for three models of cell spread, the spread of a two-cell reference, and the tunnelling noise. For the example junction the output shows margins of 5.355 µA on both sides with the harmonic mean, against 7.363 and 3.347 µA with the arithmetic mean. The shifts due to bias and temperature are estimates from stated rough inputs, not tests of a material model.

## Numerical check

```python
"""Reference resistor for reading a magnetic tunnel junction by its current.

Result under test: at fixed voltage V the reference current lies midway between
the currents of the parallel (P) and antiparallel (AP) states when the reference
resistance is the harmonic mean 2 RP RAP/(RP+RAP), not the arithmetic mean.
With a series resistance Rs in every path the centered resistor is
    RA - (RAP-RP)^2 / (4 (RA+Rs)),   RA = (RP+RAP)/2.
TMR = (RAP-RP)/RP.  Units: kOhm, V, microampere (uA) unless stated.
An offset is the reference current minus the true midpoint current.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit
from scipy.stats import norm


def network_current(resistors, supply):
    """Current (uA) drawn from node 'top' by resistors (node, node, kOhm)."""
    inner = sorted({n for r in resistors for n in r[:2]} - {"top", "gnd"})
    index = {name: i for i, name in enumerate(inner + ["top", "gnd"])}
    size, k = len(index), len(inner)
    lap = np.zeros((size, size))
    for a, b, res in resistors:
        i, j = index[a], index[b]
        lap[i, i] += 1 / res
        lap[j, j] += 1 / res
        lap[i, j] -= 1 / res
        lap[j, i] -= 1 / res
    volts = np.zeros(size)
    volts[index["top"]] = supply
    if k:
        volts[:k] = np.linalg.solve(lap[:k, :k], -lap[:k, k:] @ volts[k:])
    return 1e3 * lap[index["top"]] @ volts


def path_current(res, series, supply):
    if series == 0:
        return network_current([("top", "gnd", res)], supply)
    return network_current([("top", "mid", series), ("mid", "gnd", res)], supply)


def centered_by_search(rp, rap, series, supply):
    total = path_current(rp, series, supply) + path_current(rap, series, supply)
    return brentq(lambda r: total - 2 * path_current(r, series, supply),
                  rp, rap, xtol=1e-12)


def harmonic(a, b):
    return 2 * a * b / (a + b)


def centered_formula(rp, rap, series):
    mean = (rp + rap) / 2
    return mean - (rap - rp) ** 2 / (4 * (mean + series))


# ---------------- inputs of the example ----------------
diameter_nm, ra_product, tmr, V = 50.0, 10.0, 1.2, 0.10
area_um2 = np.pi / 4 * (diameter_nm * 1e-3) ** 2
RP = ra_product / area_um2 / 1e3
RAP = RP * (1 + tmr)
RH, RA = harmonic(RP, RAP), (RP + RAP) / 2
IP, IAP, IH, IA = (path_current(r, 0, V) for r in (RP, RAP, RH, RA))
I_mid = (IP + IAP) / 2

# ---------------- centered resistor, with and without series path ----------
for rp, ratio in ((1.0, 1.1), (RP, 1 + tmr), (3.0, 4.0)):
    rap = rp * ratio
    found = centered_by_search(rp, rap, 0, V)
    assert abs(found / harmonic(rp, rap) - 1) < 1e-9
    for series in (0.5, 2.0, 50.0):
        found = centered_by_search(rp, rap, series, V)
        assert abs(found / centered_formula(rp, rap, series) - 1) < 1e-8
        drop = [V * r / (r + series) for r in (rp, found, rap)]
        assert abs(drop[0] + drop[2] - 2 * drop[1]) < 1e-10
    # nearly a current source: the arithmetic mean returns
    far = centered_by_search(rp, rap, 1e5, V)
    assert abs(far / ((rp + rap) / 2) - 1) < 1e-4

best = minimize_scalar(
    lambda r: -min(IP - path_current(r, 0, V), path_current(r, 0, V) - IAP),
    bounds=(RP, RAP), method="bounded", options={"xatol": 1e-9})
assert abs(best.x / RH - 1) < 1e-5

# ---------------- margins with either reference ----------------
equal_margin = 1e3 * V * (RAP - RP) / (2 * RP * RAP)
assert abs((IP - IH) / equal_margin - 1) < 1e-10
assert abs((IH - IAP) / equal_margin - 1) < 1e-10
assert abs((IP - IA) - 1e3 * V * (RAP - RP) / (RP * (RP + RAP))) < 1e-9
assert abs((IA - IAP) - 1e3 * V * (RAP - RP) / (RAP * (RP + RAP))) < 1e-9
assert abs((IP - IA) / (IA - IAP) - (1 + tmr)) < 1e-9


def retained_margin(t):
    """Smaller margin with arithmetic mean over centered margin, from currents."""
    ip, iap, ia = (path_current(r, 0, V) for r in (1.0, 1 + t, 1 + t / 2))
    return min(ip - ia, ia - iap) / ((ip - iap) / 2)


tmr_list = (0.1, 0.5, 1.2, 2.0)
for t in tmr_list:
    assert abs(retained_margin(t) - 2 / (2 + t)) < 1e-9

# ---------------- four-cell reference networks ----------------
strings = [("top", "a", RP), ("a", "gnd", RAP), ("top", "b", RAP), ("b", "gnd", RP)]
wire = [("a", "b", 1e-8)]
R_open = 1e3 * V / network_current(strings, V)
R_bridged = 1e3 * V / network_current(strings + wire, V)
assert abs(R_open / RA - 1) < 1e-9
assert abs(R_bridged / RH - 1) < 1e-6

# ---------------- comparator offset ----------------
sigma_amp = 1.0


def offset_error(i_ref):
    return 0.5 * (norm.sf((IP - i_ref) / sigma_amp)
                  + norm.sf((i_ref - IAP) / sigma_amp))


opt = minimize_scalar(lambda i: np.log(offset_error(i)), bounds=(IAP, IP),
                      method="bounded", options={"xatol": 1e-9})
assert abs(opt.x - IH) < 1e-4

# ---------------- cell spread: equal error in both states ----------------
spread = 0.05


def log_errors(r, kind):
    """Log probabilities that a P cell reads as AP, and an AP cell as P."""
    if kind == "gauss R":
        return (norm.logsf(r, RP, spread * RP), norm.logcdf(r, RAP, spread * RAP))
    if kind == "lognormal":
        x = np.log(r)
        return (norm.logsf(x, np.log(RP), spread), norm.logcdf(x, np.log(RAP), spread))
    return (norm.logcdf(1 / r, 1 / RP, spread / RP),
            norm.logsf(1 / r, 1 / RAP, spread / RAP))


def spread_error(r, kind):
    return 0.5 * sum(np.exp(x) for x in log_errors(r, kind))


R_equal = {}
for kind, expected in (("gauss R", RH), ("lognormal", np.sqrt(RP * RAP)),
                       ("gauss G", RA)):
    R_equal[kind] = brentq(
        lambda r: log_errors(r, kind)[0] - log_errors(r, kind)[1], RP, RAP)
    assert abs(R_equal[kind] / expected - 1) < 1e-8

sigma_ref = 0.5 * spread * np.hypot(IP, IAP)
rng = np.random.default_rng(5)
draw = 1 + spread * rng.standard_normal((2, 200000))
sampled = np.std(0.5e3 * V * (1 / (RP * draw[0]) + 1 / (RAP * draw[1])))
assert abs(sampled / sigma_ref - 1) < 0.02  # second order in spread + sampling

# ---------------- noise of the junction current ----------------
temperature, t_read = 300.0, 5e-9
v_th = const.k * temperature / const.e
forward = quad(lambda x: expit((V - x) / v_th) * expit(x / v_th), -1, 1.1,
               points=[0, V], epsabs=1e-13)[0]
backward = quad(lambda x: expit(-x / v_th) * expit((x - V) / v_th), -1, 1.1,
                points=[0, V], epsabs=1e-13)[0]
G_P = 1e-3 / RP
noise_counted = 2 * const.e * G_P * (forward + backward)
noise_formula = 2 * const.e * IP * 1e-6 / np.tanh(V / (2 * v_th))
assert abs(G_P * (forward - backward) / (IP * 1e-6) - 1) < 1e-6
assert abs(noise_counted / noise_formula - 1) < 1e-6
x = np.linspace(0, 200, 200001)
window = np.sum(np.sinc(x) ** 2) * (x[1] - x[0]) - 0.5 * (x[1] - x[0])
assert abs(window - 0.5) < 1e-3  # cut-off tail is about 2.5e-4
noise_rms = 1e6 * np.sqrt(noise_formula / (2 * t_read))

# ---------------- offsets caused by neglected effects ----------------
Rs = 2.0
mid_s = (path_current(RP, Rs, V) + path_current(RAP, Rs, V)) / 2
off_series_H = path_current(RH, Rs, V) - mid_s
off_series_A = path_current(RA, Rs, V) - mid_s
V_half = 0.5


def rap_at(v):
    return RP * (1 + tmr / (1 + (v / V_half) ** 2))


mid_bias = (IP + path_current(rap_at(V), 0, V)) / 2
off_bias = IH - mid_bias
off_network = (path_current(RP, 0, V / 2)
               + path_current(rap_at(V / 2), 0, V / 2)) - mid_bias
hot_drop = 0.10
off_hot = IH - (IP + path_current(RAP * (1 - hot_drop), 0, V)) / 2
barrier_nm, I_switch = 1.0, 50.0
field = V / (barrier_nm * 1e-7) / 1e6

# ---------------- output ----------------
print(f"diameter {diameter_nm:.0f} nm, area {area_um2:.6f} um^2")
print(f"resistance-area product {ra_product:.0f} Ohm um^2, TMR {100*tmr:.0f} %")
print(f"read voltage {V:.2f} V")
print(f"RP {RP:.3f} kOhm, RAP {RAP:.3f} kOhm")
print(f"harmonic mean {RH:.3f} kOhm, arithmetic mean {RA:.3f} kOhm")
print(f"currents: P {IP:.3f} uA, AP {IAP:.3f} uA, midpoint {I_mid:.3f} uA")
print(f"reference current: harmonic {IH:.3f} uA, arithmetic {IA:.3f} uA")
print(f"harmonic margins: P {IP-IH:.3f} uA, AP {IH-IAP:.3f} uA")
print(f"arithmetic margins: P {IP-IA:.3f} uA, AP {IA-IAP:.3f} uA")
print(f"arithmetic margin ratio {(IP-IA)/(IA-IAP):.3f}")
print(f"arithmetic offset from midpoint {IA-I_mid:.3f} uA")
for t in tmr_list:
    print(f"TMR {100*t:.0f} %: smaller margin retained {retained_margin(t):.3f}")
for s in (0.0, 2.0, 20.0, 200.0):
    print(f"series {s:.0f} kOhm: centered resistor "
          f"{centered_by_search(RP, RAP, s, V):.3f} kOhm")
print(f"four cells, midpoints open {R_open:.3f} kOhm, joined {R_bridged:.3f} kOhm")
print(f"comparator offset sigma {sigma_amp:.1f} uA, best reference {opt.x:.3f} uA")
print(f"offset error rate: harmonic {offset_error(IH):.2e}, "
      f"arithmetic {offset_error(IA):.2e}")
print(f"relative cell spread {100*spread:.0f} %")
for kind, value in R_equal.items():
    print(f"equal-error resistor, {kind}: {value:.3f} kOhm")
for kind in ("gauss R", "gauss G"):
    print(f"spread error rate, {kind}: harmonic {spread_error(RH, kind):.1e}, "
          f"arithmetic {spread_error(RA, kind):.1e}")
print(f"current spread: P {spread*IP:.3f} uA, AP {spread*IAP:.3f} uA")
print(f"spread of one-P one-AP reference {sigma_ref:.3f} uA")
print(f"access resistance {Rs:.0f} kOhm: midpoint {mid_s:.3f} uA")
print(f"  offset with bare harmonic {off_series_H:+.3f} uA, "
      f"arithmetic {off_series_A:+.3f} uA")
print(f"TMR halves at {V_half:.1f} V; at read voltage TMR {100*(rap_at(V)/RP-1):.1f} %")
print(f"  offset of fixed harmonic resistor {off_bias:+.3f} uA")
print(f"  offset of joined four-cell network {off_network:+.3f} uA")
print(f"hot, RAP lower by {100*hot_drop:.0f} %: offset {off_hot:+.3f} uA")
print(f"noise at {temperature:.0f} K, {t_read*1e9:.0f} ns read: {noise_rms:.4f} uA rms")
print(f"barrier {barrier_nm:.1f} nm: field {field:.2f} MV/cm")
print(f"rough switching current {I_switch:.0f} uA: P read fraction {IP/I_switch:.2f}")
print("all good")
```

It prints:

```
diameter 50 nm, area 0.001963 um^2
resistance-area product 10 Ohm um^2, TMR 120 %
read voltage 0.10 V
RP 5.093 kOhm, RAP 11.205 kOhm
harmonic mean 7.003 kOhm, arithmetic mean 8.149 kOhm
currents: P 19.635 uA, AP 8.925 uA, midpoint 14.280 uA
reference current: harmonic 14.280 uA, arithmetic 12.272 uA
harmonic margins: P 5.355 uA, AP 5.355 uA
arithmetic margins: P 7.363 uA, AP 3.347 uA
arithmetic margin ratio 2.200
arithmetic offset from midpoint -2.008 uA
TMR 10 %: smaller margin retained 0.952
TMR 50 %: smaller margin retained 0.800
TMR 120 %: smaller margin retained 0.625
TMR 200 %: smaller margin retained 0.500
series 0 kOhm: centered resistor 7.003 kOhm
series 2 kOhm: centered resistor 7.229 kOhm
series 20 kOhm: centered resistor 7.817 kOhm
series 200 kOhm: centered resistor 8.104 kOhm
four cells, midpoints open 8.149 kOhm, joined 7.003 kOhm
comparator offset sigma 1.0 uA, best reference 14.280 uA
offset error rate: harmonic 4.28e-08, arithmetic 2.04e-04
relative cell spread 5 %
equal-error resistor, gauss R: 7.003 kOhm
equal-error resistor, lognormal: 7.554 kOhm
equal-error resistor, gauss G: 8.149 kOhm
spread error rate, gauss R: harmonic 3.2e-14, arithmetic 1.2e-08
spread error rate, gauss G: harmonic 1.2e-08, arithmetic 3.2e-14
current spread: P 0.982 uA, AP 0.446 uA
spread of one-P one-AP reference 0.539 uA
access resistance 2 kOhm: midpoint 10.836 uA
  offset with bare harmonic +0.272 uA, arithmetic -0.982 uA
TMR halves at 0.5 V; at read voltage TMR 115.4 %
  offset of fixed harmonic resistor -0.096 uA
  offset of joined four-cell network -0.071 uA
hot, RAP lower by 10 %: offset -0.496 uA
noise at 300 K, 5 ns read: 0.0256 uA rms
barrier 1.0 nm: field 1.00 MV/cm
rough switching current 50 uA: P read fraction 0.39
all good
```
